# The Auger Parameter Shift as Twice the Extra-Atomic Relaxation Energy

## Definitions and conventions

An atom in a solid loses a core electron from level $p$ by photoemission. In a separate event on the same kind of atom, a hole in level $i$ decays by an Auger transition that leaves two holes, in $j$ and $k$. All four levels are treated as core levels. Let $E_B(p)$ be the binding energy of the photoelectron line and $E_K(ijk)$ the kinetic energy of the Auger electron, both measured from the same reference level. The Auger parameter, in its modified form, is

$$\alpha' = E_K(ijk) + E_B(p). \tag{1}$$

The number of core holes is $q=0,1,2$. The symbol $\Delta$ denotes a difference between two compounds containing the same element, B minus A. Energies are in eV and lengths in Å; $e>0$ is the elementary charge.

The nuclei stay at their ground-state positions, and every hole state is taken in its lowest electronic state for those positions. The measured lines are thus the fully screened ones, and the hole in $i$ is screened before it decays.

The total energy is split into an atomic part, which depends on which levels are empty, and an environmental part $W$, which depends on the number of holes alone:

$$E(c) = E_{\rm at}(c) + W(q). \tag{2}$$

This split contains two assumptions. First, $E_{\rm at}$, including the repulsion between two holes and the relaxation of the atom's own electrons, is the same in all compounds compared. Second, the environment acts equally on all the core levels involved. The second holds if the charges of the environment stay outside the core and the core densities are spherical. The external potential then satisfies Laplace's equation inside the core, and its average over any spherical density equals its value at the nucleus.

The extra-atomic relaxation energy $R(q)$ is the lowering of the energy when the environment responds to the holes. With $V$ the energy per hole in the unresponsive, frozen environment,

$$W(q) = W(0) + qV - R(q), \qquad R(0)=0,\quad R(q)\ge 0. \tag{3}$$

The inequality holds because the frozen state is one trial state for the energy minimum. The symbol $R$ without argument means the one-hole value when the response is linear.

The claim is $\Delta\alpha' = 2\,\Delta R$. It is derived twice, first from quantum-mechanical total energies, then from classical electrostatics, which also supplies a value.

## First derivation: total energies

### The second difference

Each line is a difference of total energies. Photoemission takes the system from no hole to one hole, and the Auger electron carries away the energy released between the one-hole and two-hole states:

$$E_B(p) = E(p) - E(0), \qquad E_K(ijk) = E(i) - E(jk).$$

Adding them and inserting (2) gives

$$\alpha' = \big[E_{\rm at}(p)+E_{\rm at}(i)-E_{\rm at}(jk)-E_{\rm at}(0)\big] + \big[2W(1)-W(2)-W(0)\big].$$

The first bracket is the free-atom value $\alpha'_{\rm at}$. The second is the contribution of the environment,

$$\alpha'_{\rm env} \equiv \alpha'-\alpha'_{\rm at} = -\big[W(2)-2W(1)+W(0)\big], \tag{4}$$

which is minus the second difference of $W$. Inserting (3),

$$\alpha'_{\rm env} = 2\big[V-R(1)\big] - \big[2V-R(2)\big] = R(2)-2R(1). \tag{5}$$

The frozen potential has cancelled. Up to here the response may be of any strength.

### Charging and reference level

Any term linear in $q$ has zero second difference: for $W\to W+qx$, the change in (4) is $-(2x-2x+0)=0$. Two experimental quantities enter in this way.

If the removed electrons are placed at a reference level of energy $\mu$, instead of at the original zero, a state with $q$ holes gains $q\mu$. Binding energies rise by $\mu$, kinetic energies fall by $\mu$, and $\alpha'$ is unchanged.

If the surface has a positive potential $\Phi$ (expressed in eV), every emitted electron is slowed by $\Phi$. With photon energy $h\nu$, spectrometer work function $\phi$, and $E_B$ and $E_K$ referred to the Fermi level, the kinetic energies read at the analyser are

$$K_P = h\nu - E_B - \phi - \Phi, \qquad K_A = E_K - \phi - \Phi.$$

Subtracting the first from the second removes both $\phi$ and $\Phi$:

$$K_A-K_P = E_K + E_B - h\nu \quad\Longrightarrow\quad \alpha' = h\nu + K_A - K_P. \tag{6}$$

The cancellation requires that both lines feel the same potential. If the photoelectrons and Auger electrons come from regions with potentials $\Phi_P$ and $\Phi_A$, the value obtained from (6) is wrong by $\Phi_P-\Phi_A$. If, by another convention, the raw $K_A$ is added to a binding energy measured from the Fermi level, the sum is lower than (1) by $\phi$; this constant drops out of shifts taken with one spectrometer.

### Linear response

Let $H_0$ be the Hamiltonian of the environment without holes, with eigenstates $|n\rangle$, energies $\mathcal{E}_n$ and a non-degenerate ground state $|0\rangle$. Let $u$ be the interaction of the environment with one hole. The Hamiltonian is then $H(q)=H_0+qu$, and perturbation theory to second order gives

$$W(q) = \mathcal{E}_0 + q\langle 0|u|0\rangle - q^2\sum_{n\neq0}\frac{|\langle n|u|0\rangle|^2}{\mathcal{E}_n-\mathcal{E}_0} + O(q^3).$$

Comparison with (3) identifies

$$V=\langle0|u|0\rangle,\qquad R(q)=q^2R,\qquad R=\sum_{n\neq0}\frac{|\langle n|u|0\rangle|^2}{\mathcal{E}_n-\mathcal{E}_0}. \tag{7}$$

The relaxation energy for two holes is therefore four times that for one. Equation (5) becomes

$$\alpha'_{\rm env} = 4R-2R = 2R,$$

and, since $\alpha'_{\rm at}$ is common to both compounds,

$$\boxed{\Delta\alpha' = 2\,\Delta R.} \tag{8}$$

### Sign and size of the nonlinear correction

The sign of $\alpha'_{\rm env}$ does not depend on linear response. Let $|\psi_1\rangle$ be the ground state of $H(1)$. Because $H(1)=\tfrac12[H(0)+H(2)]$,

$$W(1)=\tfrac12\langle\psi_1|H(0)|\psi_1\rangle+\tfrac12\langle\psi_1|H(2)|\psi_1\rangle \ge \tfrac12\big[W(0)+W(2)\big],$$

by the variational principle applied to each term. Hence $\alpha'_{\rm env}\ge0$: within the split (2) and the coupling $H(q)=H_0+qu$, a responding environment cannot lower $\alpha'$ below its free-atom value.

The factor of two does depend on linear response. Including the next order, write $R(q)=Rq^2+bq^3$. Then $R(1)=R+b$, and (5) gives

$$\alpha'_{\rm env} = (4R+8b)-2(R+b) = 2R+6b,$$

$$\frac{\alpha'_{\rm env}}{2R(1)} = \frac{R+3b}{R+b}\approx 1+\frac{2b}{R}. \tag{9}$$

If the hole–environment interaction is multiplied by $s$, then $R\propto s^2$ and $b\propto s^3$, so at weak coupling the relative error of the rule grows in proportion to $s$, provided $b\neq0$. If a symmetry makes $W$ even in $q$, as particle–hole symmetry does in a half-filled version of the chain below, then $b=0$ and the error starts at order $s^2$.

A small model that can be diagonalized in full shows this. Three spinless electrons move on an open chain of nine sites with spacing 2.5 Å and hopping 2.0 eV. They repel one another by Coulomb's law, a uniform ionic background makes the chain neutral, and the atom lies one spacing beyond the end. The table compares $\alpha'_{\rm env}$ with $2R(1)$, where $R(1)$ is the frozen-state energy minus the relaxed energy with one hole.

| $s$ | $\alpha'_{\rm env}$ (eV) | $2R(1)$ (eV) | ratio |
|---|---|---|---|
| 0.01 | $1.690\times10^{-4}$ | $1.678\times10^{-4}$ | 1.007 |
| 0.1 | $1.850\times10^{-2}$ | $1.732\times10^{-2}$ | 1.068 |
| 1 | 1.54 | 2.04 | 0.76 |

The sum in (7) is 0.836 eV at $s=1$, so second-order theory predicts $2R=1.672\times10^{-4}$ eV at $s=0.01$. The computed $\alpha'_{\rm env}$ is 1.1 % larger and $2R(1)$ is 0.4 % larger, in the ratio three to one required by the terms $3b$ and $b$ in (9). Doubling a weak coupling doubles the relative error, by a computed factor of 1.999.

At full coupling the error has changed sign, so the cubic term alone no longer describes it. From (5), $R(2)=1.54+2.04=3.58$ eV, which is 3.5 times $R(1)=1.02$ eV instead of four times. In this chain the second hole gains $R(2)-R(1)=2.56$ eV. This is slightly more than the $3R=2.51$ eV of second-order theory, but less than the three times $R(1)$ that $q^2$ scaling of the actual one-hole value would require, and $\alpha'_{\rm env}$ lies 24 % below $2R(1)$. Since the ratio passes through one between $s=0.1$ and $s=1$, agreement with the factor of two does not by itself show that the response is linear. The chain is a deliberately small environment next to a bare charge, and its error should not be carried over to a particular solid. Nothing shown here bounds the nonlinear error for real neighbours at bond distance from one and two unit charges.

## Second derivation: charging a cavity in a dielectric

### The factor of two from the reaction potential

Now treat the hole charge as a continuous variable $\lambda e$, built up slowly from zero. Let $m(\lambda)=dW/d\lambda$ be the environment's contribution to the work per unit of $\lambda$. The environmental parts of the two line energies are

$$E_B^{\rm env}=\int_0^1 m(\lambda)\,d\lambda, \qquad E_K^{\rm env}=-\int_1^2 m(\lambda)\,d\lambda .$$

The minus sign appears because creating the second hole costs energy that the Auger electron does not receive. Shifting the variable in the second integral by one and adding,

$$\alpha'_{\rm env}=\int_0^1\big[m(\lambda)-m(\lambda+1)\big]\,d\lambda. \tag{10}$$

In a linear dielectric the polarization is proportional to the charge that causes it. The potential it produces back at the atom, the reaction potential, is therefore proportional to $\lambda$ and opposite in sign to the hole charge:

$$m(\lambda)=V-\lambda P,\qquad P>0.$$

The integrand of (10) equals $P$ for every $\lambda$, so $\alpha'_{\rm env}=P$. The relaxation energy of one hole is the work gained during charging,

$$R=\int_0^1\lambda P\,d\lambda=\tfrac12P. \tag{11}$$

Hence $\alpha'_{\rm env}=2R$, and (8) follows again. The factor of two now has a direct meaning. The Auger parameter measures the full reaction potential of a unit charge, whereas the relaxation energy contains the factor one half that arises because the potential grows together with the charge.

### The value of the reaction potential

Place the atom at the centre of an empty sphere of radius $a$ in an infinite medium of relative permittivity $\varepsilon$. For a charge $\lambda e$, Gauss's law gives a radial displacement $D=\lambda e/4\pi r^2$ everywhere outside the core, and the field is $D/\varepsilon_0$ in the cavity and $D/\varepsilon_0\varepsilon$ in the medium. Integrating from infinity, where the potential vanishes,

$$\varphi(r)=\frac{\lambda e}{4\pi\varepsilon_0}\times\begin{cases}\dfrac{1}{\varepsilon r}, & r>a,\\[2mm] \dfrac1r+C, & r<a.\end{cases}$$

Continuity at $r=a$ requires $1/a+C=1/(\varepsilon a)$, so

$$C=-\frac1a\Big(1-\frac1\varepsilon\Big).$$

The term $1/r$ is the potential of the charge in vacuum and belongs to the atom. The constant $C$ is due to the medium. Multiplying by the charge $e$ of a unit hole gives $-\lambda P$ with

$$P=\frac{e^2}{4\pi\varepsilon_0 a}\Big(1-\frac1\varepsilon\Big),\qquad R=\frac{e^2}{8\pi\varepsilon_0 a}\Big(1-\frac1\varepsilon\Big). \tag{12}$$

Because the reaction potential is constant throughout the cavity, $R$ does not depend on the radius of a spherical core charge that fits inside it. A numerical solution of Poisson's equation with two different core radii tests this and agrees with (12).

For two compounds,

$$\Delta\alpha'=\frac{e^2}{4\pi\varepsilon_0}\left[\frac{1-1/\varepsilon_B}{a_B}-\frac{1-1/\varepsilon_A}{a_A}\right]. \tag{13}$$

Since the nuclei are fixed, $\varepsilon$ must be the electronic permittivity. The static value would include lattice displacements that the assumed hole states do not contain. For $\varepsilon\to1$ the shift from the free atom vanishes. For $\varepsilon\to\infty$, the continuum picture of a metal, it tends to $e^2/4\pi\varepsilon_0a$, which depends on the cavity radius alone.

### An atom at the centre of a small particle

Let the medium end at a radius $b$, with vacuum beyond and no electrical contact. In units of $\lambda e/4\pi\varepsilon_0$ the potential is $1/r$ for $r>b$, $1/(\varepsilon r)+C'$ in the medium, and $1/r+C$ in the cavity. Continuity at $b$ gives

$$C'=\frac1b\Big(1-\frac1\varepsilon\Big),$$

and continuity at $a$ gives

$$C=\frac{1}{\varepsilon a}+C'-\frac1a=-\Big(1-\frac1\varepsilon\Big)\Big(\frac1a-\frac1b\Big). \tag{14}$$

The factor $1/a$ in (12) is replaced by $1/a-1/b$. The missing medium beyond $b$ would have contributed to the screening, so $\alpha'$ is lower in the particle than in the bulk, by $(e^2/4\pi\varepsilon_0b)(1-1/\varepsilon)$.

## A worked example with two model compounds

The parameters are round values and represent no particular material. Both compounds have $a=2.0$ Å; A has $\varepsilon=3$ and B has $\varepsilon=6$. With $e^2/4\pi\varepsilon_0=14.40$ eV Å, equation (12) gives

$$R_A=\frac{14.40}{2\times2.0}\times\frac23=2.40\ \text{eV},\qquad R_B=\frac{14.40}{2\times2.0}\times\frac56=3.00\ \text{eV}.$$

The expected shift is $\Delta\alpha'=2(3.00-2.40)=1.20$ eV.

To see how it appears in spectra, take $p=i$, a free-atom one-hole energy of 1000 eV and a two-hole energy of 200 eV, so that $\alpha'_{\rm at}=2\times1000-200=1800$ eV. The two final holes lie in much shallower levels than $i$. Let $V$, which here includes the change of reference level from the free atom to the solid, be 4.0 eV in A and 1.0 eV in B. The surfaces charge to 2.5 and 0.7 eV, the photon energy is 1500 eV and $\phi=4.5$ eV.

In A the one-hole energy is $1000+4.0-2.4=1001.6$ eV and the two-hole energy is $200+8.0-9.6=198.4$ eV. The analyser reads

$$K_P=1500-1001.6-4.5-2.5=491.4\ \text{eV},$$

$$K_A=1001.6-198.4-4.5-2.5=796.2\ \text{eV},$$

and (6) gives $\alpha'=1500+796.2-491.4=1804.8$ eV. The same steps for B give $K_P=496.8$ eV, $K_A=802.8$ eV and $\alpha'=1806.0$ eV. The difference is 1.2 eV, as expected, although the surface potentials differ by 1.8 eV.

The separate shifts carry more information, part of it unreliable. From (3) with $R(q)=q^2R$,

$$\Delta E_B=\Delta V-\Delta R,\qquad \Delta E_K=-\Delta V+3\Delta R.$$

Adding the two equations isolates $\Delta R$; adding three times the first to the second isolates $\Delta V$:

$$\Delta R=\tfrac12(\Delta E_B+\Delta E_K),\qquad \Delta V=\tfrac12(3\Delta E_B+\Delta E_K). \tag{15}$$

When only $\phi$ is corrected for, the apparent shifts are $\Delta E_B=-5.4$ eV and $\Delta E_K=6.6$ eV. They yield $\Delta R=0.6$ eV, which is correct, and $\Delta V=\tfrac12(-16.2+6.6)=-4.8$ eV. The true value is $-3.0$ eV; the remaining $-1.8$ eV is the difference in charging. A term linear in $q$ cannot be told apart from $V$, so the insensitivity to charging belongs to $\Delta R$ and not to $\Delta V$.

Three variations show what controls the result.

- **Metal limit.** At the same radius $\alpha'$ lies 7.2 eV above the free atom and 2.4 eV above A. Raising $\varepsilon$ from 3 to 6 gives half of that 2.4 eV, and raising it from 6 to infinity gives the other half.
- **Cavity radius.** If the cavity in B is 2.2 Å instead of 2.0 Å, $\Delta\alpha'$ falls from 1.20 to 0.65 eV. A 10 % change of one radius removes almost half the shift, because $\Delta\alpha'$ is a small difference of two larger terms.
- **Finite size.** In an isolated particle of B with radius 20 Å, $\alpha'$ at the centre is 0.6 eV below the bulk value.

The radius sensitivity limits what (13) can predict. The radius is a model parameter, and a measured shift cannot be converted into a permittivity unless the radii of both compounds are fixed independently.

## What each derivation assumes

Both derivations need the split (2). It fails if the atom's own relaxation or hole–hole repulsion changes between compounds, for instance because the valence charge on the atom changes, or if screening charge moves into the atom's own valence orbitals, so that atom and environment are no longer separate. A change of valence charge also shifts deep and shallow core levels by different amounts, because valence charge reaches into the core, and then the frozen potential no longer cancels in (5). Between H$_2$S and SO$_2$ the Hartree–Fock orbital energies of sulfur 1s and 2p shift by amounts that differ by about 0.5 eV (0.46 and 0.57 eV in double- and triple-zeta basis sets), which is comparable to the 1.2 eV shift of the example. The split also fails if the Auger final state involves valence levels that take part in bonding. Both derivations also assume fully screened hole states. Fixed nuclei decide which relaxation energy $R$ denotes, namely the electronic one. The factor of two does not depend on them: if every state were also relaxed in the nuclear positions, a linearly responding lattice would add its own relaxation energy to $R$, and (8) would keep its form. In both derivations, uniform charging and the reference level cancel because they are linear in the number of holes.

They differ in how they describe the response. The first uses states with whole numbers of holes and needs no geometry, local permittivity or continuous charge. Its equation (5) survives when the response is nonlinear; linear response enters at (7), and (9) gives the leading error when $b\neq0$. To give a number it needs the ground-state energies of the environment with zero, one and two holes or, for linear response, the sum over excitations in (7).

The second assumes linearity from the start, through a constant $\varepsilon$, and adds a sharp spherical boundary and a medium without atomic structure. In return it gives $R$ from two parameters. It cannot reveal its own nonlinear error, and its result depends strongly on the radius $a$, close to which a continuum description is least justified. In the example the field at the cavity wall, $\lambda e/4\pi\varepsilon_0\varepsilon a^2$, is $1.2\times10^{10}$ V/m in A and $0.6\times10^{10}$ V/m in B for one hole, and twice that for two. These fields are far above the breakdown fields of bulk insulators, and a constant $\varepsilon$ there is an assumption.

The two meet in the derivative of the energy. For the ground state of $H_0+\lambda u$, the Hellmann–Feynman theorem gives $dW/d\lambda=\langle u\rangle_\lambda$, which is the function $m(\lambda)$ of the second derivation. Differentiating the second-order energy of the first gives $m(\lambda)=V-2R\lambda$, so $P=2R$. The sum over excitations in (7) and the cavity expression in (12) are thus a microscopic and a continuum estimate of the same quantity, half the reaction potential of a unit charge. The numerical output below lists the values for the chain, the two compounds and the variations.

## Numbers as computed

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
Chain: 9 sites, 3 spinless electrons
Chain: hopping 2.0 eV, spacing 2.5 angstrom
Chain: response sum R at full coupling = 0.8359 eV
Chain, coupling 0.01: alpha' shift = 1.6898e-04 eV, 2R(1) = 1.6778e-04 eV, ratio = 1.0072
Chain, coupling 0.1: alpha' shift = 1.8502e-02 eV, 2R(1) = 1.7319e-02 eV, ratio = 1.0683
Chain, coupling 1: alpha' shift = 1.5433e+00 eV, 2R(1) = 2.0350e+00 eV, ratio = 0.7584
Chain: error growth on doubling weak coupling = 1.999
Cavity radius = 2.0 angstrom
Photon energy = 1500.0 eV, work function = 4.5 eV
Free atom: one-hole energy = 1000.0 eV
Free atom: two-hole energy = 200.0 eV
Free atom: alpha' = 1800.0 eV
A: eps = 3.0, V = 4.0 eV, charging = 2.5 eV
A: R(1), R(2) from Poisson = 2.400, 9.600 eV
A: R from cavity formula = 2.400 eV
A: raw kinetic energies, photo = 491.400 eV, Auger = 796.200 eV
A: apparent binding energy = 1004.100 eV
A: Auger energy from Fermi level = 800.700 eV
A: alpha' = 1804.800 eV
B: eps = 6.0, V = 1.0 eV, charging = 0.7 eV
B: R(1), R(2) from Poisson = 3.000, 12.000 eV
B: R from cavity formula = 3.000 eV
B: raw kinetic energies, photo = 496.800 eV, Auger = 802.800 eV
B: apparent binding energy = 998.700 eV
B: Auger energy from Fermi level = 807.300 eV
B: alpha' = 1806.000 eV
B-A: apparent binding shift = -5.400 eV
B-A: apparent Auger shift = 6.600 eV
B-A: alpha' shift from spectra = 1.200 eV
B-A: alpha' shift from cavity formula = 1.200 eV
B-A: recovered change of R = 0.600 eV
B-A: recovered change of V = -4.800 eV
B-A: true change of V = -3.000 eV
B-A: difference in charging = -1.800 eV
Metal limit: R = 3.600 eV
Metal limit: alpha' shift from free atom = 7.200 eV
Metal minus A: alpha' shift = 2.400 eV
B-A with B cavity 2.2 angstrom: alpha' shift = 0.655 eV
B particle of radius 20 angstrom minus bulk B: alpha' shift = -0.600 eV
```
